# A local orbital for semicore and valence levels in linear augmented waves

## Problem

An electron moves in a spherical potential that is nonzero inside a sphere of radius $S$ and vanishes for $S<r<R_c$. Its wave function is zero at $R_c$. Write the radial function as $R(r)=u(r)/r$. For angular momentum $l$ the Hamiltonian acting on $u$ is

$$H=-\frac{\hbar^2}{2m}\frac{d^2}{dr^2}+\frac{\hbar^2l(l+1)}{2mr^2}+V(r).$$

Take $l=1$ and a screened Coulomb well, shifted so that it is continuous at $S$:

$$V(r)=-Ze^2\left(\frac{e^{-r/a}}{r}-\frac{e^{-S/a}}{S}\right),\qquad r<S,$$

with $Z=6$, $a=2.0$ bohr, $S=2.5$ bohr and $R_c=5.0$ bohr. These are round model parameters and describe no particular material. Direct outward integration of the radial equation, with the energy adjusted until $u(R_c)=0$, gives the two lowest p levels:

- semicore: $-1.361776$ hartree ($-37.056$ eV), with a fraction 0.0030 of its density outside $S$;
- valence: $0.368717$ hartree ($10.033$ eV), with a fraction 0.663 outside $S$.

The linear augmented-wave (LAPW) basis starts from nine envelopes $r\,j_1(q_nr)$ with $j_1(q_nR_c)=0$. Inside the sphere each envelope is replaced by a combination of two functions, joined to it in value and slope. These are $\phi_1$, the regular solution at a chosen energy $E_1$, and its energy derivative $\dot\phi_1$. A Singh local orbital is now added, built from $\phi_1$, $\dot\phi_1$ and the solution $\phi_2$ at a second energy $E_2$:

$$\chi=A\phi_1+B\dot\phi_1+\phi_2\quad(r<S),\qquad \chi=0\quad(r\ge S),$$

with $\chi(S)=\chi'(S)=0$. All these functions are of the type $u$, and $\phi_1$ and $\phi_2$ are normalized in the sphere. Each energy is deliberately set 0.02 hartree above its level: $E_1=0.388717$ and $E_2=-1.341776$ hartree.

(a) Find $A$ and $B$, and show that they exist for every $E_1$. (b) Determine how the error of each level depends on the offset of its linearization energy. (c) Compare the two levels with those of an LAPW basis that has a single energy and no local orbital.

## First estimate by scaling

Let $\Delta$ be the energy over which the radial function in the sphere changes its shape appreciably. A function computed at an energy $\delta$ away from the level has a relative shape error of about $\delta/\Delta$. A variational energy is quadratic in the error of the function, and the natural unit of energy is again $\Delta$. A level described by one frozen function should therefore be wrong by

$$\Delta\left(\frac{\delta}{\Delta}\right)^2=\frac{\delta^2}{\Delta}.$$

If the energy derivative is also available, the first-order change of shape is covered. The shape error is then about $(\epsilon/\Delta)^2$ for an offset $\epsilon$, and the energy error about $\epsilon^4/\Delta^3$.

Near $E_2$ the basis contains $\phi_2$ but not $\dot\phi_2$, so the first estimate applies to the semicore level. Near $E_1$ both $\phi_1$ and $\dot\phi_1$ are present, so the second applies to the valence level. The valence state has one node more than the semicore state. For $\Delta$ take the distance between these two levels, which is also the distance between $E_1$ and $E_2$:

$$\Delta\approx E_1-E_2=0.3887+1.3418=1.7305\ \text{hartree}.$$

With both offsets equal to 0.02 hartree,

$$\frac{\delta^2}{\Delta}=\frac{4.0\times10^{-4}}{1.73}=2.3\times10^{-4}\ \text{hartree},\qquad
\frac{\epsilon^4}{\Delta^3}=\frac{1.6\times10^{-7}}{5.18}=3.1\times10^{-8}\ \text{hartree}.$$

Without the local orbital, at least one of the two levels lies about $\Delta/2$ or more from the single linearization energy, wherever that energy is placed. The ratio $\epsilon/\Delta$ is then not small, and the estimate promises no accuracy for that level.

This argument assumes that $\phi_2$ can be used although it does not join the envelopes smoothly, and it says nothing about numerical prefactors. The first point needs a proof, the second a calculation.

## Exact solution

### The energy derivative and the matching determinant

Let $\phi(r;E)$ be the regular solution of $(H-E)\phi=0$, normalized by $\int_0^S\phi^2dr=1$ at each $E$. Differentiating both relations with respect to $E$ gives

$$(H-E)\dot\phi=\phi,\qquad \langle\phi|\dot\phi\rangle=0,$$

where brackets denote integrals over the sphere.

For two regular functions $f$ and $g$, the potential and centrifugal terms cancel in the difference $\langle f|H|g\rangle-\langle g|H|f\rangle$. What remains is the integral of $fg''-gf''=(fg'-f'g)'$, so that

$$\langle f|H|g\rangle-\langle g|H|f\rangle=-\frac{\hbar^2}{2m}\,(fg'-f'g)\Big|_{S}. \tag{1}$$

The lower limit contributes nothing, because regular p functions start as $r^2$.

Put $f=\phi_1$ and $g=\dot\phi_1$. Then $\langle\phi_1|H|\dot\phi_1\rangle=E_1\langle\phi_1|\dot\phi_1\rangle+\langle\phi_1|\phi_1\rangle=1$ and $\langle\dot\phi_1|H|\phi_1\rangle=E_1\langle\dot\phi_1|\phi_1\rangle=0$. Equation (1) becomes

$$W\equiv\left(\phi_1\dot\phi_1'-\phi_1'\dot\phi_1\right)_S=-\frac{2m}{\hbar^2}. \tag{2}$$

In the units hartree and bohr this is $-2$, and the computed radial functions give $-2.00000000$. The determinant $W$ is nonzero for every $E_1$. Any prescribed value and slope at $S$ can therefore be met by one and only one combination of $\phi_1$ and $\dot\phi_1$. This guarantees both the augmentation of the envelopes and the existence of the local orbital.

### The coefficients

The two boundary conditions on $\chi$ are

$$A\phi_1+B\dot\phi_1=-\phi_2,\qquad A\phi_1'+B\dot\phi_1'=-\phi_2'\qquad\text{at }S.$$

Cramer's rule with (2) gives

$$A=\frac{-\phi_2\dot\phi_1'+\phi_2'\dot\phi_1}{W}=\frac{\hbar^2}{2m}\left(\phi_2\dot\phi_1'-\phi_2'\dot\phi_1\right)_S,$$

$$B=\frac{-\phi_1\phi_2'+\phi_1'\phi_2}{W}=\frac{\hbar^2}{2m}\left(\phi_1\phi_2'-\phi_1'\phi_2\right)_S.$$

The boundary terms can be exchanged for overlaps. With $f=\phi_1$ and $g=\phi_2$, the left side of (1) is $(E_2-E_1)\langle\phi_1|\phi_2\rangle$ and the right side is $-B$. With $f=\dot\phi_1$ and $g=\phi_2$, the left side is $E_2\langle\dot\phi_1|\phi_2\rangle-E_1\langle\dot\phi_1|\phi_2\rangle-\langle\phi_1|\phi_2\rangle$ and the right side is $A$. Hence

$$A=(E_2-E_1)\langle\dot\phi_1|\phi_2\rangle-\langle\phi_1|\phi_2\rangle,\qquad B=(E_1-E_2)\langle\phi_1|\phi_2\rangle. \tag{3}$$

For the model, $\langle\phi_1|\phi_2\rangle=0.117139$ and $\langle\dot\phi_1|\phi_2\rangle=-0.129068$ per hartree, so

$$A=(-1.7305)(-0.12907)-0.11714=0.2234-0.1171=0.106,$$

$$B=(1.7305)(0.11714)=0.203\ \text{hartree}.$$

Direct solution of the two boundary conditions gives the same numbers.

Two limits show what the construction does. If $\phi_2$ and $\phi_2'$ both became negligible at $S$, as for a deep core state, then $A$ and $B$ would vanish and $\chi$ would be the core function itself. In the opposite limit let $\eta=E_2-E_1\to0$. Then $\phi_2=\phi_1+\eta\dot\phi_1+\tfrac12\eta^2\ddot\phi_1+\dots$, and (3) gives $A=-1+O(\eta^2)$ and $B=-\eta+O(\eta^3)$. The terms of order 1 and $\eta$ cancel, and $\chi$ is of order $\eta^2$. Unless it is rescaled, it disappears from the basis. After rescaling it supplies $\ddot\phi_1$, which extends the Taylor expansion about $E_1$ by one order but does not bring in the distant semicore level of this model. Instead it adds a spurious level near the valence level, at 0.461 hartree with nine envelopes and at 0.349 hartree, below the valence level, with fourteen.

### The Hamiltonian acting on the local orbital

Inside the sphere,

$$H\chi=AE_1\phi_1+B(E_1\dot\phi_1+\phi_1)+E_2\phi_2. \tag{4}$$

Since $\chi$ and $\chi'$ vanish at $S$, matrix elements of $H$ between $\chi$ and any other basis function have no surface term. The expectation value from (4) agrees with the one obtained by integrating the squared derivative and the potential terms.

The normalized expectation value is $-1.291$ hartree, which lies 0.071 hartree above the semicore level. The local orbital alone is thus not the semicore state. Part of the excess is the price of confinement: the lowest energy of any function that vanishes at $S$ and beyond is $-1.344$ hartree, 0.018 above the level. The larger part, 0.053 hartree, arises because $\chi$ has a fixed shape, with just the admixture of $\phi_1$ and $\dot\phi_1$ that removes its value and slope at $S$. Mixing with the augmented envelopes, when $H$ is diagonalized in the full basis, supplies the missing tail and corrects this admixture.

### From an error in the function to an error in the level

Let $\psi$ be a normalized exact state with $H\psi=E\psi$. Assume that the envelopes describe it outside the sphere with negligible error. Suppose the basis contains a function $t=\psi+w$, where $w$ is confined to the sphere and $w(S)=w'(S)=0$. Because $(H-E)\psi=0$ and no surface terms arise,

$$\rho-E\equiv\frac{\langle t|H-E|t\rangle}{\langle t|t\rangle}=\frac{\langle w|H-E|w\rangle}{\langle t|t\rangle}. \tag{5}$$

If $w$ is a smooth function multiplied by a small number $\eta$, the right side is $O(\eta^2)$.

Diagonalization does not return $\rho$ but the eigenvalues $\lambda_j$ of $H$ restricted to the basis, so one more step is needed. Expand $t/\|t\|=\sum_jc_jv_j$ in the corresponding normalized eigenvectors $v_j$. The projection of $(H-E)t=(H-E)w$ onto the basis space has norm $O(\eta)$, and therefore

$$\sum_j|c_j|^2(\lambda_j-E)^2=O(\eta^2).$$

Hence at least one $\lambda_k$ lies within $O(\eta)$ of $E$. Assume that all the others stay at least a fixed distance $g$ away. Then $\sum_{j\ne k}|c_j|^2=O(\eta^2/g^2)$, so $|c_k|^2$ tends to one. From $\rho-E=\sum_j|c_j|^2(\lambda_j-E)$,

$$|c_k|^2(\lambda_k-E)=(\rho-E)-\sum_{j\neq k}|c_j|^2(\lambda_j-E).$$

In the last sum $|\lambda_j-E|\le(\lambda_j-E)^2/g$, so the sum is $O(\eta^2/g)$. Thus $\lambda_k-E=O(\eta^2)$. This holds for the valence level as well as for the lowest one, provided the level is isolated.

### The two orders

**Valence.** Let $E=E_1+\epsilon$. Up to a constant factor, the exact state in the sphere is

$$\phi(E)=\phi_1+\epsilon\dot\phi_1+\mathcal R,\qquad \mathcal R=\tfrac12\epsilon^2\ddot\phi_1+\dots$$

The basis contains the first two terms. The remainder has a value and slope of order $\epsilon^2$ at $S$, and by (2) there is a combination $\alpha\phi_1+\beta\dot\phi_1$, also of order $\epsilon^2$, with the same value and slope. Adding it restores the smooth joining. The error $w=\alpha\phi_1+\beta\dot\phi_1-\mathcal R$ satisfies the conditions of (5) and is $O(\epsilon^2)$, so the level error is $O(\epsilon^4)$.

**Semicore.** Let $E=E_2+\delta$. Now

$$\phi(E)=\phi_2+\mathcal R,\qquad \mathcal R=\delta\dot\phi_2+\dots$$

The basis contains $\phi_2+\alpha\phi_1+\beta\dot\phi_1$ with any value and slope at $S$: it is $\chi$ plus an augmented part. Choosing $\alpha$ and $\beta$ of order $\delta$ to match $\mathcal R$ at $S$ leaves $w=O(\delta)$, because $\dot\phi_2$ is missing. The level error is $O(\delta^2)$. It vanishes when $E_2$ equals the level, within the assumption about the envelopes.

So one local orbital makes both levels accurate in the same diagonalization, but not to the same order. A second one, built from $\phi_1$, $\dot\phi_1$ and $\dot\phi_2$, covers the term $\delta\dot\phi_2$. Then $w=O(\delta^2)$, and the semicore error also becomes fourth order.

## Comparison

Diagonalization in the different bases gives the following two lowest values, in hartree. The midpoint row places the single linearization energy halfway between $E_1$ and $E_2$.

| Basis | Lowest | Second |
|---|---:|---:|
| LAPW at $E_1$ | 0.3687 | 1.1468 |
| LAPW at $E_2$ | $-1.3618$ | 0.4919 |
| LAPW at midpoint | 0.1773 | 0.4876 |
| LAPW at $E_1$ with $\chi$ | $-1.3616$ | 0.3687 |
| Reference | $-1.3618$ | 0.3687 |

With the energy at the valence level, the semicore level is absent and the valence level appears as the lowest. With the energy at the semicore level, the valence level is too high by $0.4919-0.3687=0.123$ hartree, or 3.35 eV. The midpoint is no compromise: its lowest value, 0.1773 hartree, is near neither level. It does not violate the variational principle, which bounds the lowest value by the semicore energy and the second by the valence energy. The ordered bounds hold for the three lowest values in all four bases.

With the local orbital both levels are present. The errors relative to the shooting levels are 5.3 meV for the semicore and $2\times10^{-5}$ meV for the valence level. These are errors within the model, not estimates of the accuracy for a solid.

The predicted orders were measured by varying one offset while the other energy stayed on its level. Errors at positive and negative offsets were averaged to remove odd corrections:

- Valence, one local orbital: $4.51\times10^{-7}$ hartree at offset 0.1 and $7.27\times10^{-6}$ at 0.2, a ratio of 16.1 and an order of 4.01.
- Semicore, one local orbital: $1.137\times10^{-5}$ hartree at 0.005 and $4.547\times10^{-5}$ at 0.01, a ratio of 4.00 and an order of 2.00.
- Semicore, two local orbitals: $5.70\times10^{-9}$ hartree at 0.05 and $8.99\times10^{-8}$ at 0.1, a ratio of 15.8 and an order of 3.98.

With both energies on their levels, the larger error is $1.4\times10^{-11}$ hartree. The envelopes therefore describe these two states outside the sphere with negligible error. The linearization errors themselves still depend on the envelope set, because a more flexible set leaves the diagonalization more freedom to compensate for an offset. The orders are the general result; the prefactors, and the table entries far from a linearization energy, belong to the nine envelopes used here. Between five and fifteen envelopes the lowest midpoint value falls from 0.265 to 0.142 hartree, the second value at $E_2$ from 0.502 to 0.489 hartree, the semicore error divided by $\delta^2$ from 0.70 to 0.42 hartree$^{-1}$, and the valence error divided by $\epsilon^4$ from $6.8\times10^{-3}$ to $4.2\times10^{-3}$ hartree$^{-3}$.

The scaling estimate thus has the right exponents. Its prefactors can be judged by dividing the measured errors by the powers of the offset:

$$\frac{1.137\times10^{-5}}{(0.005)^2}=0.455\ \text{hartree}^{-1},\qquad \frac1\Delta=0.578\ \text{hartree}^{-1},$$

$$\frac{4.51\times10^{-7}}{(0.1)^4}=4.5\times10^{-3}\ \text{hartree}^{-3},\qquad \frac1{\Delta^3}=0.193\ \text{hartree}^{-3}.$$

For the semicore level the two numbers are close, but only by an accident of the chosen parameters. With the same nine envelopes and the other parameters fixed, the coefficient is 0.013 hartree$^{-1}$ for $S=2.0$ bohr and 11 for $S=3.0$ bohr, 0.022 for $Z=5$ and 25 for $Z=7.5$, while $1/\Delta$ stays between 0.3 and 1. In these cases the coefficient rises steeply as the level becomes deeper and more confined to the sphere, so $1/\Delta$ does not predict it. For the valence level it is too large by a factor of about 43. A factor of 4 is accounted for by the $\tfrac12$ in front of $\ddot\phi_1$, which enters the energy squared. A further factor of 3.0 arises because only $1-0.663=0.337$ of the valence density lies in the sphere: with $\psi$ normalized over the whole cell, the quadratic form in $w$ in (5) carries this weight. The remaining factor of about 3.6 depends on the shape of $\ddot\phi_1$ after the boundary repair and on the freedom of the diagonalization to improve the trial function. A single scale $\Delta$ cannot supply it.

The measured coefficients also account for the errors at the original offsets. For the valence level, $4.5\times10^{-3}\times(0.02)^4=7.2\times10^{-10}$ hartree, which is $2\times10^{-5}$ meV, as found. For the semicore level, $0.455\times(0.02)^2=1.82\times10^{-4}$ hartree, or 5.0 meV, against the 5.3 meV found. That run has an offset of one sign and a displaced $E_1$. With $E_1$ on its level the same offset gives 4.97 meV, so nearly all of the departure comes from the displaced $E_1$.

The quadratic law sets the practical requirement on $E_2$. In this model a semicore error below 1 meV, or $3.7\times10^{-5}$ hartree, needs

$$|\delta|<\sqrt{\frac{3.7\times10^{-5}}{0.455}}\approx0.009\ \text{hartree}\approx0.24\ \text{eV}.$$

The window scales as the inverse square root of the coefficient and so depends strongly on the parameters: it shrinks to about 0.0012 hartree for $Z=7.5$ and widens to about 0.04 hartree for $Z=5$. If a semicore band is wider than such a window, one $E_2$ cannot meet the requirement throughout it, and the second local orbital is the remedy given by the derivation.

The improvement does not extend to every level. The third reference level is 1.1455 hartree. The LAPW basis at $E_1$ gives 1.1468 for it, and adding $\chi$ gives 1.1486, which is slightly worse although the basis is larger. This is permitted. Any three-dimensional subspace of the enlarged basis shares at least two dimensions with the old one, so by the min-max principle the new third value cannot lie below the old second value, 1.1468. The local orbital inserts the missing semicore level at the bottom and moves the others up one place in the order. The third level lies 0.757 hartree above $E_1$, an offset too large for the small-offset result to guarantee its accuracy. If it is needed accurately, a further local orbital can supply it, built from a solution at an energy near that level or, in this model, from $\ddot\phi_1$.

## Computed values

```
well charge: 6.0 e
screening length: 2.0 bohr
sphere radius S: 2.5 bohr
cell radius Rc: 5.0 bohr
number of envelopes: 9
reference semicore level: -1.361776 hartree
reference valence level: 0.368717 hartree
reference third level: 1.145452 hartree
reference semicore level: -37.056 eV
reference valence level: 10.033 eV
semicore weight outside S: 0.00297
valence weight outside S: 0.66348
E1: 0.388717 hartree
E2: -1.341776 hartree
Wronskian phi1 phidot1' - phi1' phidot1: -2.00000000 1/(hartree bohr^2)
overlap <phi1|phi2>: 0.117139
overlap <phidot1|phi2>: -0.129068 1/hartree
A from matching: 0.106213
A from overlap formula: 0.106213
B from matching: 0.202708 hartree
B from overlap formula: 0.202708 hartree
norm integral of local orbital: 0.989141
energy expectation of local orbital: -1.290996 hartree
LAPW, valence E1, lowest three: 0.368717 1.146834 2.589750 hartree
LAPW, semicore E1, lowest three: -1.361776 0.491856 1.840595 hartree
LAPW, midpoint E1, lowest three: 0.177345 0.487643 1.697206 hartree
LAPW+LO, lowest three: -1.361582 0.368717 1.148649 hartree
LAPW+LO semicore error: 5.27164 meV
LAPW+LO valence error: 0.00002 meV
largest error with both energies on the levels: 1.4e-11 hartree
valence, one LO: mean error 4.512e-07 at offset 0.1, 7.274e-06 at 0.2 hartree; order 4.011
semicore, one LO: mean error 1.137e-05 at offset 0.005, 4.547e-05 at 0.01 hartree; order 2.000
semicore, two LOs: mean error 5.699e-09 at offset 0.05, 8.986e-08 at 0.1 hartree; order 3.979
```
